# Why plasma implantation does not automatically dope trench sidewalls: a program that tests the result

```python
"""Plasma implantation of a micrometre trench through a centimetre sheath.

Result under test: with a flat, collisionless Child sheath of thickness s much
larger than the trench width w, a vertical sidewall receives the fraction
    R = sqrt(Ti / (4 pi V0))
of the top-surface dose, and the trench's own field turns ions by at most
w/(3 s).
V0: sheath voltage (V); Te: electron temperature (eV); Ti: transverse ion
temperature (eV); n: sheath-edge density; h: trench depth; p: trench period;
u = vx/vz: tangent of the ion angle from the vertical, in the trench section.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import RectBivariateSpline
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import spsolve

# ---------- inputs: rough typical values for low-pressure BF2+ doping ----------
V0, Te, Ti = 5000.0, 3.0, 0.05
n = 1e16                        # m^-3
w, h, p = 1e-6, 5e-6, 2e-6      # m
top_dose = 1e15                 # cm^-2
ion_mass = 49 * const.atomic_mass
pressure_mTorr, gas_T = 0.5, 300.0
cross_section = 5e-19           # m^2, rough ion-gas collision cross section
pulse = 100e-6                  # s
taper_deg = 1.0
reemitted = 0.10                # rough share of dopant re-emitted by the floor
Ti_hot = 0.5                    # eV

# ---------- sheath thickness and wafer field ----------
debye = np.sqrt(const.epsilon_0 * Te / (const.e * n))
s = np.sqrt(2) / 3 * debye * (2 * V0 / Te) ** 0.75
E_wafer = 4 * V0 / (3 * s)


# Full sheath: Bohm ions and Boltzmann electrons, chi = V/Te, length in debye.
def full_sheath(y, state):
    chi, slope = state
    return [slope, 1 / np.sqrt(1 + 2 * chi) - np.exp(-chi)]


def at_one_Te(y, state):
    return state[0] - 1.0


def at_wafer(y, state):
    return state[0] - V0 / Te


at_wafer.terminal = True
chi_start = 0.01
run = solve_ivp(full_sheath, (0, 1000),
                [chi_start, np.sqrt(2 * chi_start ** 3 / 3)],
                events=(at_one_Te, at_wafer), method="DOP853",
                rtol=1e-9, atol=1e-12)
s_full = (run.t_events[1][0] - run.t_events[0][0]) * debye
E_full = run.y_events[1][0][1] * Te / debye
# Child's law drops electrons and the entry speed: errors of order (Te/2V0)^(1/2)
assert abs(s_full / s - 1) < 0.10
assert abs(E_full / E_wafer - 1) < 0.05

# ---------- field of the trench array: lengths in w, field in E_wafer ----------
cells = 40                      # grid cells per trench width
d = 1.0 / cells
nx = int(round(p / w)) * cells
j_surface = int(round(h / w)) * cells
nz = j_surface + 4 * cells + 1
rows, cols, vals = [], [], []
rhs = np.zeros(nx * nz)
for i in range(nx):
    for j in range(nz):
        k = i * nz + j
        in_mesa = j <= j_surface and abs(i - nx // 2) >= cells // 2
        if j == 0 or in_mesa:
            entries = [(k, 1.0)]
        elif j == nz - 1:       # uniform sheath field far above the trenches
            entries = [(k, 1.0), (k - 1, -1.0)]
            rhs[k] = d
        else:
            entries = [(k, 4.0), (k - 1, -1.0), (k + 1, -1.0),
                       (((i + 1) % nx) * nz + j, -1.0),
                       (((i - 1) % nx) * nz + j, -1.0)]
        for col, val in entries:
            rows.append(k)
            cols.append(col)
            vals.append(val)
matrix = csr_matrix((vals, (rows, cols)), shape=(nx * nz, nx * nz))
phi = spsolve(matrix.tocsc(), rhs).reshape(nx, nz)
x_grid = (np.arange(nx) - nx // 2) * d
z_grid = (np.arange(nz) - j_surface) * d


def ripple(height):
    j = j_surface + int(round(height * cells))
    return 2 * np.mean(phi[:, j] * np.cos(2 * np.pi * x_grid * w / p))


decay_numeric = ripple(1.5) / ripple(0.5)
decay_formula = np.exp(-2 * np.pi * w / p)
assert abs(decay_numeric / decay_formula - 1) < 0.01

# Ion trajectory in this field, at the example's true ratio of voltage to field.
spline = RectBivariateSpline(x_grid, z_grid, phi)
energy = V0 / (E_wafer * w)


def motion(t, q):
    x, z, vx, vz = q
    return [vx, vz, -spline.ev(x, z, dx=1), -spline.ev(x, z, dy=1)]


def near_floor(t, q):
    return q[1] - (-h / w + 0.1)


near_floor.terminal = True
z_top = z_grid[-1]
x_test = 0.25
speed = np.sqrt(2 * (energy - float(spline.ev(x_test, z_top))))
flight = solve_ivp(motion, (0, 2 * (z_top + h / w) / speed),
                   [x_test, z_top, 0.0, -speed], events=near_floor,
                   max_step=(z_top + h / w) / speed / 300,
                   rtol=1e-9, atol=1e-11)
q_end = flight.y_events[0][0]
turn_numeric = q_end[2] / -q_end[3]
turn_formula = 2 * x_test * w / (3 * s)
assert abs(turn_numeric / turn_formula - 1) < 0.02
turn_max = w / (3 * s)

# ---------- sidewall dose: formula against Monte Carlo ions ----------
rng = np.random.default_rng(7)
N = 2_000_000


def wall_hits(u):
    """Ions enter the mouth uniformly; return the mask of those hitting a wall."""
    x = rng.random(u.size) * w
    gap = np.where(u > 0, w - x, x)
    return gap < np.abs(u) * h


def wall_ratio(hits):
    """Mean flux on one sidewall divided by flux on the top surface."""
    return hits.sum() / 2 / h / (hits.size / w)


def ratio_at_depth(z, sigma):
    return sigma / np.sqrt(2 * np.pi) * (1 - np.exp(-(w / (sigma * z)) ** 2 / 2))


sigma = np.sqrt(Ti / (2 * V0))
R = np.sqrt(Ti / (4 * np.pi * V0))
vx = np.sqrt(Ti) * rng.standard_normal(N)       # speeds in sqrt(eV / ion mass)
vz = np.sqrt(2 * V0 + Te)                       # includes the Bohm entry energy
hits = wall_hits(vx / vz)
R_mc = wall_ratio(hits)
normal_energy = np.mean(vx[hits] ** 2) / 2
# about 18000 hits: one standard deviation is 0.75 %
assert abs(R_mc / R - 1) < 0.04
assert abs(normal_energy / Ti - 1) < 0.04

sigma_broad = 0.3                               # case where depth matters
broad_mc = wall_ratio(wall_hits(sigma_broad * rng.standard_normal(N)))
broad_formula = quad(lambda t: ratio_at_depth(t * h, sigma_broad), 0, 1)[0]
assert abs(broad_mc / broad_formula - 1) < 0.01

# ---------- effects left out of the model ----------
cosine_mean = (h + w - np.hypot(h, w)) / (2 * h)
r2, azimuth = rng.random(N), 2 * np.pi * rng.random(N)
u_cosine = np.sqrt(r2) * np.cos(azimuth) / np.sqrt(1 - r2)
cosine_mc = wall_ratio(wall_hits(u_cosine))
assert abs(cosine_mc / cosine_mean - 1) < 0.01

gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
free_path = 1 / (gas_density * cross_section)
collided = 1 - np.exp(-s / free_path)
R_gas_mean, R_gas_mouth = collided * cosine_mean, collided / 2
R_taper = np.sin(np.radians(taper_deg))
R_floor = reemitted * cosine_mean
R_hot = np.sqrt(Ti_hot / (4 * np.pi * V0))
R_sum = R + R_taper + R_gas_mean + R_floor
assert R_sum < 0.1              # still strongly underdosed with all of them

bohm_speed = np.sqrt(const.e * Te / ion_mass)
matrix_sheath = np.sqrt(2 * const.epsilon_0 * V0 / (const.e * n))
start_share = matrix_sheath / (bohm_speed * pulse)
start_factor = quad(lambda y: 1 / np.sqrt(y * (2 - y)), 0, 1)[0]
assert abs(start_factor - np.pi / 2) < 1e-6

n_needed = n * (s / w) ** 2
Ti_needed = 4 * np.pi * V0 * 0.1 ** 2

# ---------- printed numbers ----------
print(f"Sheath voltage: {V0:.0f} V")
print(f"Sheath-edge density: {n*1e-6:.1e} cm^-3")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Transverse ion temperature: {Ti:.2f} eV")
print(f"Trench width, depth, period: {w*1e6:.0f}, {h*1e6:.0f}, {p*1e6:.0f} um")
print(f"Top-surface dose: {top_dose:.1e} cm^-2")
print(f"Debye length: {debye*1e6:.0f} um")
print(f"Child sheath thickness: {s*100:.2f} cm")
print(f"Full-equation sheath (from V = Te): {s_full*100:.2f} cm")
print(f"Sheath thickness / trench width: {s/w:.3g}")
print(f"Wafer field, Child: {E_wafer*1e-5:.3f} kV/cm")
print(f"Wafer field, full equation: {E_full*1e-5:.3f} kV/cm")
print(f"Voltage across one trench width: {E_wafer*w:.3f} V")
print(f"Relative field change over one width: {w/(3*s):.2e}")
print(f"Ripple decay per um, computed: {decay_numeric:.5f}")
print(f"Ripple decay per um, formula: {decay_formula:.5f}")
print(f"Ripple factor over 10 um: {np.exp(-2*np.pi*10e-6/p):.1e}")
print(f"Turn at x = w/4, trajectory: {turn_numeric:.3e} rad")
print(f"Turn at x = w/4, formula: {turn_formula:.3e} rad")
print(f"Largest turn, at the wall: {turn_max:.2e} rad")
print(f"Thermal angle sigma: {sigma:.2e} rad = {np.degrees(sigma):.3f} deg")
print(f"Sideways drift over the depth: {sigma*h*1e9:.1f} nm")
print(f"Sidewall/top ratio R, formula: {R:.2e}")
print(f"Sidewall/top ratio R, Monte Carlo: {R_mc:.2e}")
print(f"Sidewall dose: {R*top_dose:.2e} cm^-2")
print(f"Top dose / sidewall dose: {1/R:.0f}")
print(f"Mean energy normal to sidewall, MC: {normal_energy:.3f} eV")
print(f"Broad beam (sigma 0.3), formula: {broad_formula:.4f}")
print(f"Broad beam (sigma 0.3), Monte Carlo: {broad_mc:.4f}")
print(f"Density for sheath = trench width: {n_needed*1e-6:.1e} cm^-3")
print(f"Gas density: {gas_density*1e-6:.1e} cm^-3")
print(f"Ion temperature for R = 0.1: {Ti_needed:.0f} eV")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr at {gas_T:.0f} K")
print(f"Collision cross section: {cross_section*1e4:.0e} cm^2")
print(f"Ion mean free path: {free_path*100:.1f} cm")
print(f"Share of ions that collide: {collided:.3f}")
print(f"Cosine kernel depth mean, formula: {cosine_mean:.4f}")
print(f"Cosine kernel depth mean, MC: {cosine_mc:.4f}")
print(f"Gas scattering, ratio at mouth: {R_gas_mouth:.3f}")
print(f"Gas scattering, depth-mean ratio: {R_gas_mean:.4f}")
print(f"Wall taper {taper_deg:.0f} deg, ratio: {R_taper:.4f}")
print(f"Floor re-emission {reemitted*100:.0f} %, ratio: {R_floor:.4f}")
print(f"Ratio R with Ti = {Ti_hot:.1f} eV: {R_hot:.2e}")
print(f"Sum: R + taper + gas mean + floor: {R_sum:.3f}")
print(f"Sidewall dose with that sum: {R_sum*top_dose:.1e} cm^-2")
print(f"Pulse length: {pulse*1e6:.0f} us")
print(f"Bohm speed: {bohm_speed*1e-3:.2f} km/s")
print(f"Sheath settling time s/u_Bohm: {s/bohm_speed*1e6:.0f} us")
print(f"Ion-matrix sheath at pulse start: {matrix_sheath*100:.2f} cm")
print(f"Pulse-start ions / Bohm-flux ions: {start_share:.3f}")
print(f"Their mean angle factor: {start_factor:.3f}")
print("OK")
```

Running it gives:

```
Sheath voltage: 5000 V
Sheath-edge density: 1.0e+10 cm^-3
Electron temperature: 3.0 eV
Transverse ion temperature: 0.05 eV
Trench width, depth, period: 1, 5, 2 um
Top-surface dose: 1.0e+15 cm^-2
Debye length: 129 um
Child sheath thickness: 2.66 cm
Full-equation sheath (from V = Te): 2.80 cm
Sheath thickness / trench width: 2.66e+04
Wafer field, Child: 2.504 kV/cm
Wafer field, full equation: 2.460 kV/cm
Voltage across one trench width: 0.250 V
Relative field change over one width: 1.25e-05
Ripple decay per um, computed: 0.04328
Ripple decay per um, formula: 0.04321
Ripple factor over 10 um: 2.3e-14
Turn at x = w/4, trajectory: 6.259e-06 rad
Turn at x = w/4, formula: 6.259e-06 rad
Largest turn, at the wall: 1.25e-05 rad
Thermal angle sigma: 2.24e-03 rad = 0.128 deg
Sideways drift over the depth: 11.2 nm
Sidewall/top ratio R, formula: 8.92e-04
Sidewall/top ratio R, Monte Carlo: 9.01e-04
Sidewall dose: 8.92e+11 cm^-2
Top dose / sidewall dose: 1121
Mean energy normal to sidewall, MC: 0.050 eV
Broad beam (sigma 0.3), formula: 0.0743
Broad beam (sigma 0.3), Monte Carlo: 0.0743
Density for sheath = trench width: 7.1e+18 cm^-3
Gas density: 1.6e+13 cm^-3
Ion temperature for R = 0.1: 628 eV
Gas pressure: 0.5 mTorr at 300 K
Collision cross section: 5e-15 cm^2
Ion mean free path: 12.4 cm
Share of ions that collide: 0.193
Cosine kernel depth mean, formula: 0.0901
Cosine kernel depth mean, MC: 0.0901
Gas scattering, ratio at mouth: 0.096
Gas scattering, depth-mean ratio: 0.0174
Wall taper 1 deg, ratio: 0.0175
Floor re-emission 10 %, ratio: 0.0090
Ratio R with Ti = 0.5 eV: 2.82e-03
Sum: R + taper + gas mean + floor: 0.045
Sidewall dose with that sum: 4.5e+13 cm^-2
Pulse length: 100 us
Bohm speed: 2.43 km/s
Sheath settling time s/u_Bohm: 11 us
Ion-matrix sheath at pulse start: 0.74 cm
Pulse-start ions / Bohm-flux ions: 0.031
Their mean angle factor: 1.571
OK
```
